# Path-Integral Energy and Heat Capacity by Coordinate Scaling, Without Hessians, part 1

(Sections cited here and not found follow in the second part.)

A closed path of 16 beads, drawn from the importance-sampling proposal used below for the HF molecule at 1500 K, has the dimensionless potential action \(u_0=0.929466932\). Shrinking the path about its centroid by \(\sqrt{0.99}\) and multiplying \(\beta\) by 0.99 gives \(u_-=0.916397782\); the same operation with 1.01 gives \(u_+=0.942615216\). The second difference is
\[
\frac{u_+-2u_0+u_-}{(0.01)^2}=\frac{0.000079134}{0.0001}\approx0.7913 ,
\]
or 0.7913303 when the unrounded actions are used. The double virial estimator of the heat capacity needs, for the same path, a term built from the gradient and the Hessian of the potential at every bead, and that term is 0.7913305. Three sets of energies reproduce to six figures a number that seems to require second derivatives, and they miss it in the seventh. Both the agreement and the miss follow from one change of variables.

## The quantity to be differentiated

Set \(\hbar=1\), \(\beta=1/k_BT\) and \(\tau=\beta/P\). The particles are distinguishable, with \(f\) Cartesian coordinates of masses \(m_i\), kinetic energy \(\hat K\) and potential \(V\). Replace \(e^{-\beta \hat H}\) by \(F(\tau)^P\) with \(F(\tau)=e^{-\tau V/2}e^{-\tau \hat K}e^{-\tau V/2}\). Since \(F(\tau)F(-\tau)=1\), the formal series of \(\ln F\) is odd in \(\tau\), so \(P\ln F=-\beta \hat H+O(\beta^3/P^2)\). The free kernel per coordinate is \((m/2\pi\tau)^{1/2}e^{-m(x-x')^2/2\tau}\). Inserting it \(P\) times in the trace, with \(x_{P+1}=x_1\), gives
\[
Z_P(\beta)=\prod_i\Big(\frac{m_iP}{2\pi\beta}\Big)^{P/2}\!\int\! dx\;e^{-S-\beta\bar V},
\]
\[
S=\sum_{i,s}\frac{m_iP}{2\beta}(x_{i,s}-x_{i,s+1})^2,\qquad \bar V=\frac1P\sum_{s=1}^P V(x_s).
\]
At fixed \(P\), define \(E_P=-\partial_\beta\ln Z_P\) and \(C_P=\partial E_P/\partial T\). Because \(d\beta/dT=-k_B\beta^2\), this is \(C_P=k_B\beta^2\partial_\beta^2\ln Z_P\). The estimators below target \(E_P\) and \(C_P\); the distance from \(P=\infty\) is a separate error.

## Two beads in one dimension

Take \(f=1\), \(P=2\) and write \(x_1=c+d\), \(x_2=c-d\), so that \(dx_1dx_2=2\,dc\,dd\). The ring has two springs, each stretched by \(2d\), so \(S=(m/\beta)\cdot2\cdot(2d)^2=8md^2/\beta\). At another inverse temperature \(\beta'=t\beta\),
\[
Z_2(\beta')=\frac{2m}{\pi\beta'}\int dc\,dd'\;e^{-8md'^2/\beta'}\,e^{-\frac{\beta'}2[V(c+d')+V(c-d')]} .
\]
Substitute \(d'=\sqrt t\,d\). The spring exponent becomes \(8mtd^2/(t\beta)=8md^2/\beta\), free of \(\beta'\). The measure gives \(t^{1/2}\) and the prefactor \(t^{-1}\), together \(t^{-1/2}\):
\[
Z_2(\beta')=t^{-1/2}\frac{2m}{\pi\beta}\int dc\,dd\;e^{-S}e^{-u(\beta')},
\]
\[
u(\beta')=\frac{\beta'}2\big[V(c+\sqrt t\,d)+V(c-\sqrt t\,d)\big].
\]
Apart from a known power, all temperature dependence now sits in \(u\). The centroid stays fixed, and the ring breathes as \(\sqrt{\beta'}\), as a free ring does.

For \(V=\tfrac12m\omega^2x^2\) the bracket is \(m\omega^2(c^2+td^2)\), the cross terms cancelling between the beads. With \(A=\tfrac12\beta m\omega^2c^2\) and \(B=\tfrac12\beta m\omega^2d^2\),
\[
u=tA+t^2B,\qquad \beta u'=A+2B,\qquad \beta^2u''=2B ,
\]
where primes are derivatives with respect to \(\beta'\) at \(\beta'=\beta\), and \(\partial_{\beta'}=\beta^{-1}\partial_t\). Now take \(t=1\pm h\), so \(u_\pm=(1\pm h)A+(1\pm2h+h^2)B\) and \(u_0=A+B\). Then
\[
\frac{u_+-u_-}{2h}=A+2B,\qquad \frac{u_+-2u_0+u_-}{h^2}=2B .
\]
For this potential the differences equal the derivatives at any \(h<1\).

To turn them into thermodynamics, write \(\ln Z_2=-\tfrac12\ln\beta'+\ln I(\beta')+\text{const}\) with \(I=\int e^{-S-u}\). Then \(I'/I=-\langle u'\rangle\) and \(I''/I=\langle u'^2-u''\rangle\), the averages being over the weight \(e^{-S-\beta\bar V}\). With \((\ln I)''=I''/I-(I'/I)^2\),
\[
\beta E_2=\tfrac12+\langle\beta u'\rangle,\qquad C_2/k_B=\tfrac12+\operatorname{var}(\beta u')-\langle\beta^2u''\rangle .
\]
The weight factorizes into Gaussians in \(c\) and \(d\). For a weight \(e^{-\kappa z^2}\), \(\langle z^2\rangle=1/2\kappa\) and \(\operatorname{var}(z^2)=2\langle z^2\rangle^2\). For \(c\) the weight is \(e^{-A}\), so \(\langle A\rangle=\tfrac12\) and \(\operatorname{var}A=\tfrac12\). For \(d\), \(\kappa=8m/\beta+\tfrac12\beta m\omega^2=(8m/\beta)(1+a)\) with \(a=(\beta\omega)^2/16\). Hence \(\langle B\rangle=\tfrac12\beta m\omega^2\cdot\beta/[16m(1+a)]=\gamma/2\) with \(\gamma=a/(1+a)\), and \(\operatorname{var}B=\gamma^2/2\). Therefore
\[
\beta E_2=\tfrac12+\tfrac12+\gamma=1+\gamma,
\]
\[
C_2/k_B=\tfrac12+\big(\tfrac12+4\cdot\tfrac{\gamma^2}2\big)-\gamma=1-\gamma+2\gamma^2 .
\]
The direct route confirms this. The two Gaussian integrals give
\[
Z_2=\frac{2m}{\pi\beta}\sqrt{\frac{2\pi}{\beta m\omega^2}}\sqrt{\frac{\pi\beta}{8m(1+a)}}=\frac1{\beta\omega\sqrt{1+a}} .
\]
With \(\Theta=\beta\partial_\beta\) and \(\Theta a=2a\), \(\Theta\ln Z_2=-1-\gamma=-\beta E_2\). Also \(\Theta\gamma=2a/(1+a)^2=2\gamma(1-\gamma)\), and \(\beta^2\partial_\beta^2=\Theta^2-\Theta\), so \(C_2/k_B=-2\gamma(1-\gamma)+1+\gamma=1-\gamma+2\gamma^2\).

At high temperature \(\gamma\to0\) and \(C_2\to k_B\), the classical value. The first correction of the two-bead model, \(-\gamma\approx-(\beta\omega)^2/16\) (the quantum oscillator, with \(C/k_B=(\beta\omega/2)^2/\sinh^2(\beta\omega/2)\), has \(-(\beta\omega)^2/12\)), comes from \(-\langle\beta^2u''\rangle\), the term that will hold the Hessian; a variance alone could not lower \(C\) here. At low temperature \(\gamma\to1\) and \(C_2\to2k_B\), where the quantum oscillator has \(C\to0\). The estimator is faithful to \(Z_2\), but two beads stop representing the oscillator once \(\beta\omega/P\) is not small.

## The scaling identity in general

Let \(x_c=P^{-1}\sum_sx_s\) and \(d_s=x_s-x_c\), so \(\sum_sd_s=0\). The change from the beads to \((x_c,d_1,\dots,d_{P-1})\) is linear with a constant Jacobian. In \(Z_P(t\beta)\) substitute \(x'_s=x_c+\sqrt t\,d_s\). Bead differences scale as \(\sqrt t\), their squares as \(t\), and the spring constant as \(1/t\), so \(S\) is unchanged for any set of masses. The \(f(P-1)\) scaled coordinates give \(t^{f(P-1)/2}\) and the prefactor gives \(t^{-fP/2}\), with product \(t^{-f/2}\):
\[
\frac{Z_P(\beta')}{Z_P(\beta)}=t^{-f/2}\big\langle e^{-[u(\beta')-u(\beta)]}\big\rangle_\beta,
\]
\[
u(\beta')=\frac{\beta'}P\sum_sV(x_c+\sqrt t\,d_s).
\]
Differentiating as before, with \(\tfrac12\) replaced by \(f/2\), and assuming that \(e^{-S-u}\) decays fast enough for differentiation under the integral,
\[
E_P=\langle\varepsilon\rangle,\qquad C_P/k_B=\beta^2\big[\langle\varepsilon^2\rangle-\langle\varepsilon\rangle^2-\langle\varepsilon'\rangle\big],
\]
\[
\varepsilon=\frac f{2\beta}+u',\qquad \varepsilon'=-\frac f{2\beta^2}+u'' .
\]

The substitution needs a domain that the map sends onto itself and springs whose stretch scales. A hard wall that beads reach spoils the first condition. In a periodic cell the paths must be unwrapped, and a path that winds around the cell closes only up to a fixed lattice vector, which does not scale; such paths must be negligible. Exchange of identical particles joins rings, a case that the single-ring centroid used here does not cover. A dissociable molecule needs confinement for \(Z_P\) to be finite.

## Analytic derivatives: the virial forms

Put \(\lambda=\sqrt t\) and \(G(\lambda)=P^{-1}\sum_sV(x_c+\lambda d_s)\), so \(u=\beta tG\). At \(\lambda=1\) the argument is \(x_s\), and the chain rule gives
\[
G^{(n)}(1)=g_n=\frac1P\sum_s(d_s\cdot\nabla)^nV(x_s),\qquad g_0=\bar V .
\]
Thus \(g_1\) contracts the gradient with \(d_s\), and \(g_2=P^{-1}\sum_sd_s^{\mathsf T}H(x_s)d_s\) contracts the Hessian \(H\).

Let \(D=t\partial_t\) and \(\theta=\lambda\partial_\lambda\). From \(d\lambda/dt=\lambda/2t\), \(D=\theta/2\) on functions of \(\lambda\), and \(D(tG)=t(1+\theta/2)G\). The identity \(t^n\partial_t^n=D(D-1)\cdots(D-n+1)\) follows by induction from \(D(t^n\partial_t^n)=n\,t^n\partial_t^n+t^{n+1}\partial_t^{n+1}\). Hence, at \(t=1\),
\[
\beta^{\,n-1}u^{(n)}=\Big(1+\frac\theta2\Big)\frac\theta2\Big(\frac\theta2-1\Big)\cdots G\qquad(n\ \text{factors}).
\]
The same recursion in \(\lambda\), applied repeatedly, expresses the powers of \(\theta\) at \(\lambda=1\): \(\theta G=g_1\), \(\theta^2G=g_1+g_2\), \(\theta^3G=g_1+3g_2+g_3\), \(\theta^4G=g_1+7g_2+6g_3+g_4\).

For \(n=1\) and \(n=2\) the operators are \(1+\theta/2\) and \(\theta/2+\theta^2/4\):
\[
u'=\bar V+\tfrac12g_1,\qquad \beta u''=\tfrac12g_1+\tfrac14(g_1+g_2)=\tfrac14(3g_1+g_2).
\]
The first makes \(\varepsilon\) the centroid virial energy estimator. The pair makes \(C_P\) the double virial estimator. In the two-bead oscillator \(\beta G=A+\lambda^2B\) gives \(\beta g_1=\beta g_2=2B\), and \(\tfrac14(6B+2B)=2B\), as found by hand.

For \(n=3\), multiplying \(\theta/2+\theta^2/4\) by \(\theta/2-1\) gives \(\theta^3/8-\theta/2\), and \((g_1+3g_2+g_3)/8-4g_1/8\) yields
\[
\beta^2u'''=\tfrac18(g_3+3g_2-3g_1).
\]
For \(n=4\), a further factor \(\theta/2-2\) gives \((\theta^4-4\theta^3-4\theta^2+16\theta)/16\). The coefficients are \(1\) for \(g_4\), \(6-4=2\) for \(g_3\), \(7-12-4=-9\) for \(g_2\) and \(1-4-4+16=9\) for \(g_1\):
\[
\beta^3u''''=\tfrac1{16}(g_4+2g_3-9g_2+9g_1).
\]

## The finite-difference estimators

Yamamoto's scheme evaluates \(u\) instead of differentiating it. For each sampled configuration and a relative step \(h=\delta\beta/\beta\):

1. Compute \(x_c\) and \(d_s\), and take \(u_0=\beta\bar V\) from the energies already known.
2. Evaluate \(V\) at the \(2P\) geometries \(x_c+\sqrt{1\pm h}\,d_s\) and form \(u_\pm=\beta(1\pm h)P^{-1}\sum_sV\).
3. Form \(D_1=(u_+-u_-)/(2h\beta)\) and \(D_2=(u_+-2u_0+u_-)/(h\beta)^2\).
4. Accumulate \(D_1\), \(D_1^2\) and \(D_2\), and use them for \(u'\), \(u'^2\) and \(u''\).

The scaled geometries are used for measurement and do not enter the sampling, so any sampler of \(e^{-S-\beta\bar V}\) serves. In first-principles dynamics the cost is \(2P\) electronic energies per measurement.

Expand \(u_\pm=\sum_n(\pm h\beta)^nu^{(n)}/n!\). Even terms cancel in \(u_+-u_-\) and odd terms in \(u_++u_-\), which leaves
\[
D_1=u'+\tfrac16h^2\beta^2u'''+\dots,\qquad D_2=u''+\tfrac1{12}h^2\beta^2u''''+\dots
\]
A twice continuously differentiable \(V\) is enough for the limit \(h\to0\), and four continuous derivatives are enough for the displayed terms. This is the precise sense of the equivalence: configuration by configuration, the difference estimators tend to the virial ones as \(h\to0\), and at finite \(h\) they differ at order \(h^2\). On a common sample the two therefore share their statistical fluctuations as well as their mean, up to that order.

With \(\operatorname{var}(u'+\eta)=\operatorname{var}u'+2\operatorname{cov}(u',\eta)+O(\eta^2)\) and \(\eta=h^2\beta^2u'''/6\), the leading biases relative to the virial averages are
\[
\Delta E=\tfrac16h^2\beta^2\langle u'''\rangle,
\]
\[
\Delta C/k_B=h^2\beta^4\big[\tfrac13\operatorname{cov}(u',u''')-\tfrac1{12}\langle u''''\rangle\big].
\]
For any quadratic \(V\) in \(f\) dimensions, \(V(x_c+\lambda d_s)=V(x_c)+\lambda\,d_s\cdot\nabla V(x_c)+\tfrac12\lambda^2d_s^{\mathsf T}Hd_s\). The linear term sums to zero because \(\sum_sd_s=0\), so \(u\) is quadratic in \(t\) and both differences are free of truncation error. The bias therefore comes from the departure of \(V\) from a quadratic form in the Cartesian coordinates over the extent of the ring. A bond that is harmonic in its length \(r\) also departs from that form in three dimensions. A term \(\lambda^k\) in \(G\) contributes \(t^{1+k/2}\) to \(u\): a cubic term gives \(t^{5/2}\) and affects both differences, while a quartic term gives \(t^3\), which has \(u''''=0\) and affects \(D_1\) alone.

These statements were tested numerically, with results in the output that follows this text. Symbolic differentiation of \(u\) for a non-polynomial two-dimensional potential with three beads agrees with the four closed forms to \(2.3\times10^{-41}\) in 40-digit arithmetic. A coupled quadratic potential at \(h=0.5\) gives a largest difference of \(4.6\times10^{-14}\). For \(V=x^2/2+x^3/5+x^4/10\), \(m=1\), \(P=3\), \(\beta=2\), quadrature over all beads gives \(C=0.7288072\,k_B\) both from derivatives of the unscaled \(\ln Z_P\) and from the double virial average; at \(h=0.01\) the bias divided by \(h^2\) is \(0.01139\,k_B\), as predicted. A coupled model with \(f=2\), \(P=2\) and unequal masses gives \(0.01476\,k_B\) found and predicted.

Configuration by configuration, the finite-difference estimators tend to the virial ones as \(h\to0\), and at finite \(h\) they differ at order \(h^2\). What remains is the lower limit that noise in the energies sets on the step, and the application to the HF molecule at 1500 K.
